**Regularized Kramers-Kronig fit of oxide-film reflectance**

The program fits synthetic reflectance with $\varepsilon=1+c+\sum_k a_k(u_k+iv_k)$, where $v_k$ is a triangle on the energy mesh, $u_k$ its Kramers-Kronig partner, and the heights $a_k$ and constant $c$ are non-negative. It minimizes $\chi^2+\lambda|Da|^2$, where $\chi^2$ is the noise-weighted misfit, $D$ the second difference and $\lambda$ the regularization strength. Assertions compare the triangle transform with principal-value quadrature, the film reflectance with characteristic matrices, and its derivatives with finite differences. Further assertions cover the trend with $\lambda$, the spike bound, trial changes around the minimum, a second starting point, and the noise covariance against 40 repeated fits. At the selected $\lambda=10^6$ the largest in-range spike contrast is 0.0015, against 1.33 in the unregularized fit, and the rms error of $\varepsilon''$ is 0.050 against 0.171. A noise-free fit without regularization has a contrast of 0.087, which shows that most of the spike height comes from noise. The program also asserts the method's limit: a real narrow line of height 1 is flattened to 0.085, while $\chi^2$ rises to 360, above the acceptance limit of 115.

## Numerical verification

```python
"""
Result under test: reflectance of an oxide film can be fitted with a causal
dielectric function made of many triangular oscillators,
    eps(E) = 1 + c + sum_k a_k * (phi1_k(E) + i*phi2_k(E)),  a_k >= 0, c >= 0,
where phi1_k is the exact Kramers-Kronig transform of the triangle phi2_k.
Minimizing F = chi2 + lam*|D a|^2 (D = second difference on the mesh) bounds
the height of spikes; with lam = 0 the noise of the data produces spikes.
Symbols: E photon energy (eV), a_k triangle heights, c real constant,
lam regularization strength, sigma noise of reflectance, d thickness (nm).
Data are synthetic: Tauc-Lorentz absorption, real part by quadrature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import xlogy

HBARC = const.hbar * const.c / const.e * 1e9      # eV nm
THICK = 120.0                                    # nm
N_SUB = 1.48                                     # silica-like substrate
SIGMA = 0.003                                    # noise of reflectance
STEP = 0.05                                      # mesh and data spacing, eV
E = np.linspace(1.5, 6.5, 101)
NODES = STEP * np.arange(1, 180)
K = len(NODES)
IN_RANGE = np.rint(E / STEP).astype(int) - 1      # nodes at data energies
TL_AMP, TL_E0, TL_WIDTH, TL_GAP, TL_CONST = 60.0, 6.0, 6.0, 3.0, 2.2
rng = np.random.default_rng(12)


# ---------- triangular oscillator and its Kramers-Kronig partner ----------
def triangle(energy, left, peak, right):
    def kernel(node):
        return (xlogy(node + energy, np.abs(node + energy))
                + xlogy(node - energy, np.abs(node - energy)))
    up, down = peak - left, right - peak
    real = (kernel(left) / up - (1 / up + 1 / down) * kernel(peak)
            + kernel(right) / down) / np.pi
    imag = np.maximum(0, np.minimum((energy - left) / up,
                                    (right - energy) / down))
    return real + 1j * imag


def principal_value(energy, left, peak, right):
    total = 0.0
    for lo, hi in ((left, peak), (peak, right)):
        def numer(x):
            height = ((x - left) / (peak - left) if x < peak
                      else (right - x) / (right - peak))
            return x * height / (x + energy)
        if lo < energy < hi:
            total += quad(numer, lo, hi, weight='cauchy', wvar=energy)[0]
        else:
            total += quad(lambda x: numer(x) / (x - energy), lo, hi)[0]
    return 2 / np.pi * total


kernel_error = max(abs(triangle(e, 2.0, 2.6, 3.7).real
                       - principal_value(e, 2.0, 2.6, 3.7))
                   for e in (0.7, 2.3, 3.1, 5.0))
assert kernel_error < 1e-7


# ---------- hidden spectrum ----------
def tl_absorption(x):
    x = np.asarray(x, dtype=float)
    return np.where(x > TL_GAP, TL_AMP * TL_E0 * TL_WIDTH * (x - TL_GAP)**2
                    / ((x**2 - TL_E0**2)**2 + (TL_WIDTH * x)**2) / x, 0.0)


def tl_real(energy):
    near = quad(lambda x: x * float(tl_absorption(x)) / (x + energy),
                0.5, 30.0, weight='cauchy', wvar=energy, limit=200)[0]
    far = quad(lambda x: x * float(tl_absorption(x)) / (x**2 - energy**2),
               30.0, np.inf)[0]
    return TL_CONST + 2 / np.pi * (near + far)


eps_true = np.array([tl_real(e) for e in E]) + 1j * tl_absorption(E)
wide = STEP * np.arange(1, 1200)
wide_basis = triangle(E[:, None], wide - STEP, wide, wide + STEP)
mesh_error = np.max(np.abs(TL_CONST + wide_basis @ tl_absorption(wide)
                           - eps_true))
assert mesh_error < 6e-3      # mesh interpolation plus cut at 60 eV


# ---------- reflectance: closed form with derivative, and matrices ----------
def film_r(eps, d):
    n = np.sqrt(eps + 0j)
    phase = 2j * E * d / HBARC
    r01, r12 = (1 - n) / (1 + n), (n - N_SUB) / (n + N_SUB)
    p = np.exp(phase * n)
    q = r12 * p
    dq = 2 * N_SUB / (n + N_SUB)**2 * p + q * phase
    den = 1 + r01 * q
    dr_dn = (-2 / (1 + n)**2 * (1 - q**2) + dq * (1 - r01**2)) / den**2
    return (r01 + q) / den, dr_dn / (2 * n)


def stack(layers, angle=0.0, pol='s', n_in=1.0, n_out=N_SUB):
    """Reflectance and transmittance by characteristic matrices."""
    side = (n_in * np.sin(angle))**2

    def admittance(eps):
        normal = np.sqrt(eps - side + 0j)
        return normal if pol == 's' else eps / normal
    q_in, q_out = admittance(n_in**2), admittance(n_out**2)
    b, c = np.ones(len(E), complex), q_out * np.ones(len(E), complex)
    for eps, d in reversed(layers):
        q = admittance(eps)
        delta = E * d / HBARC * np.sqrt(eps - side + 0j)
        b, c = (np.cos(delta) * b - 1j * np.sin(delta) / q * c,
                -1j * q * np.sin(delta) * b + np.cos(delta) * c)
    refl = np.abs((q_in * b - c) / (q_in * b + c))**2
    trans = 4 * q_in.real * q_out.real / np.abs(q_in * b + c)**2
    return refl, trans


R_true = np.abs(film_r(eps_true, THICK)[0])**2
matrix_error = np.max(np.abs(R_true - stack([(eps_true, THICK)])[0]))
assert matrix_error < 1e-11
data = R_true + SIGMA * rng.standard_normal(len(E))

# ---------- regularized fit with non-negative heights ----------
BASIS = np.hstack([triangle(E[:, None], NODES - STEP, NODES, NODES + STEP),
                   np.ones((len(E), 1))])
DIFF = np.zeros((K, K + 1))
DIFF[:, :K] = np.eye(K, k=1) - 2 * np.eye(K) + np.eye(K, k=-1)
PENALTY = DIFF.T @ DIFF


def model(x, d=THICK):
    r, dr = film_r(1 + BASIS @ x, d)
    return np.abs(r)**2, 2 * np.real((np.conj(r) * dr)[:, None] * BASIS)


def chi2_of(x, target, d=THICK):
    return np.sum(((model(x, d)[0] - target) / SIGMA)**2)


def rough_of(x):
    return np.sum((DIFF @ x)**2)


def bounded_quadratic(hess, lin, start):
    """Minimize z.hess.z/2 - lin.z with z >= 0, by an active-set method."""
    z, fixed = start.copy(), start <= 0
    tol = 1e-8 * np.max(np.abs(lin))
    for _ in range(400):
        free = np.flatnonzero(~fixed)
        goal = np.zeros_like(z)
        goal[free] = np.linalg.solve(hess[np.ix_(free, free)], lin[free])
        bad = free[goal[free] < 0]
        if len(bad) == 0:
            z = goal
            slope = np.where(fixed, hess @ z - lin, 0.0)
            worst = np.argmin(slope)
            if slope[worst] > -tol:
                break
            fixed[worst] = False
        else:
            ratio = z[bad] / (z[bad] - goal[bad])
            hit = np.argmin(ratio)
            z = np.maximum(z + ratio[hit] * (goal - z), 0.0)
            z[bad[hit]] = 0.0
            fixed[bad[hit]] = True
    return z


def fit(target, lam, start, d=THICK, max_iter=80):
    x, damp = start.copy(), 1.0
    cost = chi2_of(x, target, d) + lam * rough_of(x)
    refl, jac = model(x, d)
    for _ in range(max_iter):
        js, res = jac / SIGMA, (refl - target) / SIGMA
        normal = js.T @ js
        hess = normal + lam * PENALTY + damp * np.eye(K + 1)
        lin = normal @ x - js.T @ res + damp * x
        trial = bounded_quadratic(hess, lin, x)
        new = chi2_of(trial, target, d) + lam * rough_of(trial)
        gain = cost - new
        if gain > 0:
            x, cost = trial, new
            refl, jac = model(x, d)
            if gain < 1e-5 and damp < 1e-3:
                break
            damp = max(damp / 10, 1e-4)
        else:
            if abs(gain) < 1e-9 * (1 + cost) or damp > 1e10:
                break
            damp *= 10
    return x


def first_guess(eps_visible):
    ramp = np.interp(NODES, [3.0, 6.0, 9.0], [0.0, 3.0, 0.0])
    const_part = eps_visible - 1 - (BASIS[0, :K] @ ramp).real
    return np.append(ramp, max(const_part, 0.0))


def spike(x):
    return np.max(np.abs(DIFF @ x)[IN_RANGE]) / 2


def error(x):
    return np.sqrt(np.mean((x[IN_RANGE] - eps_true.imag)**2))


guess = first_guess(3.6)
jac_guess = model(guess)[1]
jac_error = 0.0
for k in (70, 100, 150, K):
    shift = np.zeros(K + 1)
    shift[k] = 1e-5
    slope = (model(guess + shift)[0] - model(guess - shift)[0]) / 2e-5
    jac_error = max(jac_error, np.max(np.abs(slope - jac_guess[:, k])))
assert jac_error < 1e-7

# ---------- sweep of the regularization strength ----------
lams = 10.0**np.arange(1, 8.01, 0.5)
mid = 8
fits = [None] * len(lams)
fits[mid] = fit(data, lams[mid], guess)
for i in range(mid + 1, len(lams)):
    fits[i] = fit(data, lams[i], fits[i - 1])
for i in range(mid - 1, -1, -1):
    fits[i] = fit(data, lams[i], fits[i + 1])
chis = np.array([chi2_of(x, data) for x in fits])
roughs = np.array([rough_of(x) for x in fits])
assert np.all(chis[1:] >= chis[:-1] * (1 - 1e-3))
assert np.all(roughs[1:] <= roughs[:-1] * 1.01)
limit = len(E) + np.sqrt(2 * len(E))
assert chis[0] < limit < chis[-1]
pick = np.max(np.flatnonzero(chis <= limit))
lam_best, best = lams[pick], fits[pick]

# minimum: trial bumps must not lower F, and another start must agree
cost_best = chis[pick] + lam_best * roughs[pick]
lowest = np.inf
for _ in range(300):
    bump = np.exp(-((NODES - rng.uniform(0, 9)) / rng.uniform(0.05, 2))**2)
    move = np.append(bump, rng.normal()) * rng.normal() * 10**rng.uniform(-4, -1)
    trial = np.maximum(best + move, 0)
    lowest = min(lowest, chi2_of(trial, data) + lam_best * rough_of(trial)
                 - cost_best)
assert lowest > -1e-3
other = fit(data, lam_best, first_guess(4.2))
start_gap = np.max(np.abs(other - best)[IN_RANGE])
assert start_gap < 0.02

# bound on spikes, with the next smoother fit as reference
bound = 0.5 * np.sqrt(roughs[pick + 1]
                      + (chis[pick + 1] - chis[pick]) / lam_best)
assert np.max(np.abs(DIFF @ best)) / 2 <= bound

# ---------- without regularization; origin of the spikes ----------
free_fit = fit(data, 0.0, best, max_iter=40)
clean_fit = fit(R_true, 0.0, best, max_iter=40)
assert spike(free_fit) > 5 * spike(best)
assert spike(clean_fit) < 0.5 * spike(free_fit)
assert error(best) < error(free_fit) and error(best) < error(fits[-1])

# ---------- noise gain: covariance formula against repeated fits ----------
js = model(best)[1] / SIGMA
free = np.flatnonzero(best > 0)
jf = js[:, free]
inverse = np.linalg.inv(jf.T @ jf + lam_best * PENALTY[np.ix_(free, free)])
std = np.zeros(K + 1)
std[free] = np.sqrt(np.diag(inverse @ jf.T @ jf @ inverse))
window = np.flatnonzero((NODES > 3.99) & (NODES < 6.31))
noise_sets = SIGMA * rng.standard_normal((40, len(E)))
repeats = np.array([fit(R_true + s, lam_best, best) for s in noise_sets])
spread_formula = np.sqrt(np.mean(std[window]**2))
spread_fits = np.sqrt(np.mean(np.var(repeats[:, window], axis=0, ddof=1)))
assert abs(spread_fits / spread_formula - 1) < 0.3
rough_sets = np.array([fit(R_true + s, 0.0, best, max_iter=40)
                       for s in noise_sets[:4]])
spread_free = np.sqrt(np.mean(np.var(rough_sets[:, window], axis=0, ddof=1)))
assert spread_free > 3 * spread_fits

# ---------- a true narrow line is flattened as well ----------
line_eps = eps_true + triangle(E, 4.4, 4.5, 4.6)
line_data = np.abs(film_r(line_eps, THICK)[0])**2 + (data - R_true)
line_fit = fit(line_data, lam_best, best)
line_free = fit(line_data, 0.0, best, max_iter=40)
at_line = int(round(4.5 / STEP)) - 1
line_height = line_fit[at_line] - best[at_line]
line_chi2 = chi2_of(line_fit, line_data)
assert line_height < 0.5 and line_chi2 > limit


# ---------- false absorption below the gap ----------
def gap_alpha(x):
    below = E < 2.91
    kappa = np.sqrt(1 + BASIS @ x).imag
    return np.max((2 * kappa * E / HBARC * 1e7)[below])      # 1/cm


# ---------- effects that the optical model leaves out ----------
film = [(eps_true, THICK)]
half = 0.5 * (1 + eps_true)
mixed = (half + np.sqrt(half**2 + 8 * eps_true)) / 4
plasma = const.hbar / const.e * np.sqrt(
    1e25 * const.e**2 / (const.epsilon_0 * 0.35 * const.m_e))
drude = eps_true - plasma**2 / (E * (E + 0.1j))
angle = np.radians(8)
r_front, t_front = stack(film)
r_inner = stack(film, n_in=N_SUB, n_out=1.0)[0]
r_back = ((N_SUB - 1) / (N_SUB + 1))**2
effects = {
    'thickness +1 nm': stack([(eps_true, THICK + 1)])[0],
    'substrate index +0.05': stack(film, n_out=N_SUB + 0.05)[0],
    'incidence 8 deg': (stack(film, angle, 's')[0]
                        + stack(film, angle, 'p')[0]) / 2,
    'rough layer 2 nm': stack([(mixed, 2.0), (eps_true, THICK - 1)])[0],
    'carriers 1e19 cm^-3': stack([(drude, THICK)])[0],
    'back face reflecting': r_front + t_front**2 * r_back
                            / (1 - r_back * r_inner)}

# ---------- output ----------
print(f"thickness {THICK:.0f} nm, substrate index {N_SUB}, sigma {SIGMA}")
print(f"data {len(E)}, triangles {K}, spacing {STEP} eV")
print(f"Tauc-Lorentz A,E0,C,Eg (eV): {TL_AMP},{TL_E0},{TL_WIDTH},{TL_GAP}")
print(f"Tauc-Lorentz constant {TL_CONST}")
print(f"kernel vs quadrature, max difference {kernel_error:.1e}")
print(f"triangle mesh vs true eps, max difference {mesh_error:.1e}")
print(f"closed R vs matrices {matrix_error:.1e}, derivative {jac_error:.1e}")
print(f"R range of true film {R_true.min():.4f} to {R_true.max():.4f}")
print(f"chi2 of true spectrum {chi2_of(best, model(best)[0]) + np.sum(((data - R_true) / SIGMA)**2):.1f}")
print(f"chi2 limit N+sqrt(2N) {limit:.1f}")
print("lam, chi2, |Da|^2, spike in range, rms error of eps2")
for i in range(0, len(lams), 2):
    print(f"{lams[i]:.0e} {chis[i]:.1f} {roughs[i]:.3e} "
          f"{spike(fits[i]):.4f} {error(fits[i]):.4f}")
print(f"selected lam {lam_best:.3e}, chi2 {chis[pick]:.1f}")
print(f"selected: spike {spike(best):.4f}, rms error {error(best):.4f}")
print(f"lam=0: chi2 {chi2_of(free_fit, data):.1f}, spike "
      f"{spike(free_fit):.4f}, rms error {error(free_fit):.4f}")
print(f"lam=0, noise-free data: spike {spike(clean_fit):.4f}")
print(f"spike bound at selected lam {bound:.4f}, "
      f"largest on mesh {np.max(np.abs(DIFF @ best)) / 2:.4f}")
print(f"cost 6*lam*s^2 of a spike s=0.1: {6 * lam_best * 0.01:.0f}")
print(f"two starts, max eps2 difference {start_gap:.1e}")
print(f"noise spread of eps2, 4.0-6.3 eV: formula {spread_formula:.4f}")
print(f"  40 fits {spread_fits:.4f}, 4 fits at lam=0 {spread_free:.4f}")
print("E (eV), eps2 true, lam=0, selected")
for e in (2.5, 3.5, 4.5, 5.5, 6.5):
    k = int(round(e / STEP)) - 1
    print(f"{e} {float(tl_absorption(e)):.3f} {free_fit[k]:.3f} {best[k]:.3f}")
i2 = int(np.argmin(np.abs(E - 2.0)))
print(f"index at 2 eV: true {np.sqrt(eps_true[i2]).real:.4f}, selected "
      f"{np.sqrt(1 + BASIS[i2] @ best).real:.4f}")
print(f"false alpha below 2.9 eV (1/cm): lam=0 {gap_alpha(free_fit):.0f}, "
      f"selected {gap_alpha(best):.0f}")
outside = NODES > 6.51
print(f"max eps2 above 6.5 eV: true {tl_absorption(NODES[outside]).max():.2f}, "
      f"lam=0 {free_fit[:K][outside].max():.2f}, "
      f"selected {best[:K][outside].max():.2f}")
print(f"true line of height 1 at 4.5 eV: recovered {line_height:.3f}, "
      f"chi2 {line_chi2:.0f}")
print(f"  same line at lam=0: {line_free[at_line] - free_fit[at_line]:.3f}")
print("neglected effect: max |dR|, rms change of fitted eps2")
for name, changed in effects.items():
    refit = fit(data + changed - R_true, lam_best, best, max_iter=40)
    change = np.sqrt(np.mean((refit - best)[IN_RANGE]**2))
    print(f"{name}: {np.max(np.abs(changed - R_true)):.5f}, {change:.4f}")
print("PASS")
```

Printed output:

```
thickness 120 nm, substrate index 1.48, sigma 0.003
data 101, triangles 179, spacing 0.05 eV
Tauc-Lorentz A,E0,C,Eg (eV): 60.0,6.0,6.0,3.0
Tauc-Lorentz constant 2.2
kernel vs quadrature, max difference 1.8e-15
triangle mesh vs true eps, max difference 2.2e-03
closed R vs matrices 3.6e-16, derivative 1.6e-11
R range of true film 0.0375 to 0.2320
chi2 of true spectrum 88.2
chi2 limit N+sqrt(2N) 115.2
lam, chi2, |Da|^2, spike in range, rms error of eps2
1e+01 14.0 6.396e-01 0.1059 0.1961
1e+02 30.5 8.302e-02 0.0353 0.1635
1e+03 49.7 6.976e-03 0.0093 0.1126
1e+04 63.8 7.633e-04 0.0029 0.0937
1e+05 70.6 4.874e-04 0.0019 0.0797
1e+06 94.0 4.236e-04 0.0015 0.0496
1e+07 774.3 2.872e-04 0.0012 0.1511
1e+08 8301.7 2.016e-05 0.0003 0.9544
selected lam 1.000e+06, chi2 94.0
selected: spike 0.0015, rms error 0.0496
lam=0: chi2 5.6, spike 1.3327, rms error 0.1707
lam=0, noise-free data: spike 0.0873
spike bound at selected lam 0.0108, largest on mesh 0.0015
cost 6*lam*s^2 of a spike s=0.1: 60000
two starts, max eps2 difference 4.0e-06
noise spread of eps2, 4.0-6.3 eV: formula 0.0181
  40 fits 0.0202, 4 fits at lam=0 0.1052
E (eV), eps2 true, lam=0, selected
2.5 0.000 0.034 0.009
3.5 0.154 0.171 0.156
4.5 1.105 1.128 1.111
5.5 2.188 2.205 2.255
6.5 2.609 1.440 2.698
index at 2 eV: true 1.9562, selected 1.9626
false alpha below 2.9 eV (1/cm): lam=0 23653, selected 1855
max eps2 above 6.5 eV: true 2.61, lam=0 3.84, selected 2.69
true line of height 1 at 4.5 eV: recovered 0.085, chi2 360
  same line at lam=0: 1.065
neglected effect: max |dR|, rms change of fitted eps2
thickness +1 nm: 0.00615, 0.0261
substrate index +0.05: 0.01111, 0.0843
incidence 8 deg: 0.00171, 0.0063
rough layer 2 nm: 0.00299, 0.0327
carriers 1e19 cm^-3: 0.00145, 0.0024
back face reflecting: 0.03475, 0.1426
PASS
```
